Stress Errors and Elastic Dipoles in a Silicon Supercell

**1. Definitions and conventions**

A periodic supercell of volume V contains one point defect in a silicon host. A second cell, of the same shape and volume, contains the perfect host. In both, the atoms are relaxed while the cell is held fixed. Stress σ is positive in tension, and strain ε is measured from the equilibrium shape of the host. Subscripts d and h mean defect cell and host cell.

Let ΔE(ε) = E_d(ε) − E_h(ε) be the difference of the relaxed energies at the same strain. The elastic dipole is defined by its slope:

P_ij = −∂ΔE/∂ε_ij at ε = 0.

P has the unit of energy. A positive P_xx means that stretching the cell along x lowers the defect's energy, as expected for a defect that pushes its surroundings outward.

The question is how an error in one normal stress component changes P. For V = 4320 Å³ (216 atoms) and an error of 0.05 GPa the answer is about 1.35 eV, provided that the error is not shared by the two cells. Normal strains along the cube axes suffice here, so a single index a = x, y, z replaces the pair aa.

**2. From energy to stress**

Let W(ε, u) be the energy for given atomic displacements u inside the strained cell. The relaxed energy is E(ε) = W(ε, u*(ε)), where u* makes the forces vanish. By the chain rule,

dE/dε_x = ∂W/∂ε_x + (∂W/∂u)·(du*/dε_x) = ∂W/∂ε_x,

because ∂W/∂u = 0 at u*. Atomic relaxation therefore adds no separate term to the first derivative. If forces remain, the second term is in general not zero, and the stress then no longer gives the slope of the relaxed energy.

Now stretch the cell slightly further along x. Its edge is L_x = L(1 + ε_x), its current volume is V_ε, and the face normal to x has area V_ε/L_x. The work done is stress times area times displacement:

dE = σ_x (V_ε/L_x) L dε_x = σ_x V_ε dε_x/(1 + ε_x).

Hence

V_ε σ_x = (1 + ε_x) ∂E/∂ε_x.

Subtracting the host equation from the defect equation gives

V_ε(σ_d,x − σ_h,x) = (1 + ε_x) ∂ΔE/∂ε_x. (1)

At ε = 0 the right side is −P_x, so

P_x = −V(σ_d,x − σ_h,x). (2)

The minus sign belongs to the tension-positive convention. With pressure-positive stress it disappears, while the size of P is unchanged.

**3. Leading order: a misread stress**

Suppose that the stress difference is reported with an error δσ_x, while V is correct. Equation (2) is linear in the stress, so

δP_x = −V δσ_x. (3)

For the given numbers,

V|δσ_x| = (4320 × 10⁻³⁰ m³)(0.05 × 10⁹ J/m³) = 2.160 × 10⁻¹⁹ J = 1.348 eV.

The volume is that of the whole supercell, because stress is energy per volume and the dipole collects it over the entire cell.

If the two stresses have separate errors s_d and s_h, then δσ_x = s_d − s_h. Equal errors cancel, and equal and opposite errors add. The estimate of 1.35 eV thus concerns the part of the error that survives the subtraction.

**4. First correction: a stress caused by strain**

A stress error can have a physical origin that also alters the defect. Take a cell whose shape is slightly wrong, so that the host itself carries a stress s along x. If this host stress is not subtracted, the raw dipole is

R_x = −V_ε σ_d,x.

To find its error, expand the energy difference to second order:

ΔE = ΔE₀ − Σ_a P_a ε_a − ½ Σ_ab A_ab ε_a ε_b + O(ε³).

The symmetric coefficients A_ab describe how the dipole changes with strain. Differentiation gives

∂ΔE/∂ε_x = −P_x − Σ_b A_xb ε_b + O(ε²).

The factor ½ has gone because each product ε_x ε_b with b ≠ x occurs twice in the double sum, and the square ε_x² supplies a factor 2. Inserting this in equation (1) and multiplying out,

−V_ε(σ_d,x − σ_h,x) = P_x + P_x ε_x + Σ_b A_xb ε_b + O(ε²).

Moving the host term to the right and setting σ_h,x = s,

R_x − P_x = −V_ε s + P_x ε_x + Σ_b A_xb ε_b + O(ε²). (4)

The first term is the leading error. The next two are the first correction, and they remain even when the host stress is subtracted.

Both are linear in strain, so small strain alone does not explain why one dominates. The reason is the volume. For a cubic host under stress along x alone,

s = C11 ε_x + 2 C12 ε_y,
0 = C12 ε_x + (C11 + C12) ε_y.

The second line gives ε_y = −C12 ε_x/(C11 + C12), and the first then becomes s = Y ε_x with

Y = C11 − 2 C12²/(C11 + C12).

The leading error has size VYε_x, which grows with the cell. The correction has coefficients P and A, which belong to the defect. With ν = C12/(C11 + C12), so that ε_y = ε_z = −ν ε_x,

|correction/leading error| ≈ |P_x + A_xx − ν(A_xy + A_xz)|/(VY). (5)

The off-diagonal terms cannot be dropped in general. The bonds of the diamond lattice point along cube diagonals and are stretched alike by ε_x, ε_y and ε_z, so a defect whose bonds are softer or stiffer than the host's can have A_xy as large as A_xx.

The leading formula is therefore a large-cell result, and its first relative correction falls as 1/V. The expansion fails if the strain moves the defect into another atomic configuration, because ΔE is then no longer one smooth function of ε.

**5. A worked case**

The relations can be followed in a Keating valence-force model, whose energy is

E = (3α/8d²) Σ_bonds (r² − d_b²)² + (3β/8d²) Σ_angles (r₁·r₂ + d²/3)².

Here r is a bond vector, r₁ and r₂ are two bond vectors leaving the same atom, d is the host bond length, and d_b is the rest length of a given bond. The stiffnesses are α = 48 N/m and β = 14 N/m. The defect is one atom whose four bonds have d_b = 1.04 d. It represents no particular element.

The relaxed defect cell has σ_x = −0.0975 GPa, which is compressive. With 1 eV/Å³ = 160.22 GPa, equation (2) gives

P_x = 4320 × 0.0975/160.22 = 2.629 eV.

The definition was tested separately: the slope of ΔE, taken from relaxed energies at ε_x = ±2 × 10⁻⁴, is also 2.629 eV. An error of 1.348 eV is 51% of this dipole. A stress error that looks small beside the host's elastic constants is half of the defect's own stress signal.

Next, the cell is strained so that the host carries 0.05 GPa along x and almost nothing along y and z. The model has C11 = 165.8 GPa and C12 = 62.6 GPa, and the strains are

ε_x = 3.804 × 10⁻⁴, ε_y = ε_z = −1.043 × 10⁻⁴.

The raw dipole shifts by −1.3475 eV along x and by −0.0007 eV along y and z. After host subtraction, 0.0020 eV remains along x.

Equation (4) accounts for this remainder. An estimate of A_xx comes from the energy at ε_x = 0.01 with the other strains zero. The direct change of ΔE is −26.433 meV and the linear term is −26.290 meV. If third-order terms are neglected, the difference, −0.1423 meV before rounding, is −½A_xx ε_x², so

A_xx ≈ 2 × (0.1423 × 10⁻³ eV)/(0.01)² ≈ 2.85 eV.

The mixed second derivative of ΔE gives A_xy = A_xz ≈ 0.19 eV, which is small for this defect because only the rest length of its bonds was changed. With ν = 0.274 the predicted remainder is

(P_x + A_xx − 2νA_xy)ε_x ≈ (2.63 + 2.85 − 0.10) × 3.804 × 10⁻⁴ eV ≈ 0.0020 eV,

in agreement with the model's value. Relative to the leading error of 1.348 eV this is about 0.15%.

**6. Equal error on all three axes**

A wrong lattice constant strains all axes by the same fraction e. Each normal host stress is then

s = (C11 + 2 C12)e = 3Be, with B = (C11 + 2 C12)/3 = 97.0 GPa.

A stress of 0.05 GPa needs only

e = 0.05/(3 × 97.0) = 1.72 × 10⁻⁴,

or 0.0009 Å in a lattice constant of 5.429 Å. Without host subtraction, each diagonal component of the dipole is then wrong by about 1.35 eV.

This affects the relaxation volume, the volume change when the defect cell is released to zero stress. To leading order the defect cell has the host's stiffness, so zero stress requires

C11 ε_x + C12(ε_y + ε_z) = P_x/V,

and likewise for y and z. In the sum of the three equations each strain appears once with C11 and twice with C12:

(C11 + 2 C12)(ε_x + ε_y + ε_z) = (P_x + P_y + P_z)/V.

Since ΔV = V(ε_x + ε_y + ε_z) to first order,

ΔV = (P_x + P_y + P_z)/(3B).

For the model defect this gives 4.342 Å³. Changing the cell volume directly until the mean normal stress vanishes gives 4.343 Å³. An error of 1.348 eV in one component changes ΔV by 0.74 Å³, and the same error in all three changes it by 2.23 Å³, about half the relaxation volume of this defect.

**7. Cell size and required accuracy**

In the model, a 64-atom cell gives P_x = 2.631 eV, within 0.1% of the 216-atom value. Its stress is −0.329 GPa instead of −0.0975 GPa. The dipole is nearly unchanged while its stress signal falls as 1/V. The model has short-range forces; cells larger than 216 atoms lower P_x by less than 0.001 eV, to about 2.628 eV. A defect with extended electronic states may depend more strongly on cell size. The defect is also taken as neutral: for a charged defect in a periodic cell with a compensating background, the computed stress depends on the convention for the average electrostatic potential, and equation (2) needs a further correction.

If the stress error stays at 0.05 GPa as the cell grows, equation (3) gives

- 64 atoms: 0.40 eV
- 216 atoms: 1.35 eV
- 512 atoms: 3.20 eV

A larger cell thus needs a more accurate stress difference. To keep one component within 0.1 eV in the 216-atom cell,

|δσ_x| ≤ 0.1 × 160.22/4320 GPa = 0.0037 GPa.

**8. Meaning for strained silicon**

At a strain ε_x = 0.01, with the other strains zero, the dipole error changes the predicted defect energy by

|δP_x ε_x| = 1.348 eV × 0.01 = 13.5 meV.

At 300 K the corresponding Boltzmann factor is about 1.7. This is the error in the predicted ratio of dilute equilibrium defect concentrations with and without the strain, at fixed chemical potentials. Defects in a finished device are often frozen in from a hotter process step. If the strain was already present at that step, the factor is closer to one: about 1.13 at 1300 K. Strain applied after the defects are frozen in does not change their concentration. For a positive stress error and a tensile strain, P_x comes out too small, the defect energy too high, and the concentration too low.

The model's lattice constant and its C11 and C12 are close to those of real silicon, and a strain of 1% has the order of magnitude found in strained channels. There the other strains are generally not zero, and each adds its own term, dipole error times strain, to the energy error. The 4% bond misfit is a chosen value, so the model's dipole should not be read as that of a dopant. The lattice constant of silicon also depends on temperature. Near room temperature the expansion coefficient is roughly 2.6 × 10⁻⁶ per K. If this value is taken as constant, a calculated cell held at a lattice constant that belongs to a temperature 100 K away from that of its stress-free state has a host stress of size 3 × 97.0 × 2.6 × 10⁻⁴ = 0.076 GPa. Left unsubtracted, it puts about 2.0 eV into each diagonal component, more than the error considered here. The real coefficient changes noticeably over 100 K, so these two numbers are only estimates. Subtracting a host cell with the same lattice constant removes this leading part.

An error in the volume used as the multiplier matters much less. A lattice constant wrong by 1% changes V by 3.03%, which moves the estimate of 1.348 eV by 0.04 eV when the stress error is held fixed. The model's dipole of 2.629 eV, computed with the same wrong multiplier, would change by 0.08 eV. The figure of 1.35 eV is thus set mainly by how well the stress difference is known. The main computed values are collected in the numerical output.

Calculated quantities

```
Supercell volume: 4320 A^3; atoms: 216
Cubic lattice constant: 5.4288 A
Stress error: 0.05 GPa
Energy V*stress error: 2.160e-19 J
Dipole error, one component: 1.3482 eV
Conversion: 1 eV/A^3 = 160.2177 GPa
Keating alpha, beta: 48, 14 N/m
Defect bond rest-length excess: 4 %
Model C11, C12, B: 165.78, 62.63, 97.01 GPa
Defect-cell stress xx: -0.09750 GPa
Dipole xx from stress: 2.62904 eV
Dipole xx from energy derivative: 2.62904 eV
Dipole error / model dipole xx: 0.513
Host strain xx, yy, zz for the x-stress test: 3.804e-04, -1.043e-04, -1.043e-04
Host stress xx, yy, zz in that test: 0.05004, 0.00001, 0.00001 GPa
Raw dipole shift xx, yy, zz: -1.3475, -0.0007, -0.0007 eV
Shift left after host subtraction xx, yy, zz: 0.0020, -0.0005, -0.0005 eV
Lattice error giving 0.05 GPa on all axes: 1.718e-04
Same lattice error: 0.00093 A
Relaxation volume, direct: 4.3429 A^3
Relaxation volume, Tr P/(3B): 4.3419 A^3
Relaxation-volume error, one component: 0.7422 A^3
Relaxation-volume error, all three: 2.2265 A^3
64-atom cell stress xx: -0.32937 GPa
64-atom cell dipole xx: 2.63137 eV
Dipole error for 64 atoms at 0.05 GPa: 0.399 eV
Dipole error for 216 atoms at 0.05 GPa: 1.348 eV
Dipole error for 512 atoms at 0.05 GPa: 3.196 eV
Stress tolerance for 0.1 eV: 0.00371 GPa
Energy error at 1 % strain: 13.48 meV
Boltzmann factor of that error at 300 K: 1.685
Model energy at 1 % strain, direct: -26.433 meV
Model energy at 1 % strain, linear: -26.290 meV
Neglected: 1 % lattice error through V: 0.0409 eV
Rough expansion coefficient: 2.6e-06 per K
Stress from 100 K lattice mismatch: 0.0757 GPa
Dipole error from it if not subtracted: 2.040 eV
```
